# Why basin-trained machine-learned potentials can miss decomposition barriers

## Definitions and conventions

Let $x$ be a coordinate that measures progress from an intact precursor molecule, near $x=-a$, to a decomposed arrangement, near $x=+a$. The model potential energy is the double well

$$V(x)=B\left(1-\frac{x^2}{a^2}\right)^2 .$$

Both minima have zero energy and the top, at $x=0$, has energy $B$. Differentiating twice gives

$$V'(x)=-\frac{4Bx}{a^2}\left(1-\frac{x^2}{a^2}\right),\qquad V''(x)=-\frac{4B}{a^2}+\frac{12Bx^2}{a^4}.$$

The curvature at either minimum is therefore $K=V''(\pm a)=8B/a^2$, and at the top it is $-4B/a^2$. The force is $-V'$.

Training data lie in the two **basins** $c\le|x|\le b$, with $0<c<a<b$. The unsampled region $|x|<c$ is the **gap**. The **barrier** is the highest energy in the gap minus the energy of the reactant minimum, the one in the left basin.

The worked example has $B=1.5$ eV, $a=0.08$ nm, $c=0.06$ nm, $b=0.10$ nm and $T=500$ K, so that $kT=0.0431$ eV. The moving particle is a hydrogen atom. The inner edge of each basin then lies at $V(c)=0.287$ eV and the outer edge at $V(b)=0.475$ eV.

## Why the gap is empty

Classical dynamics at temperature $T$ visits $x$ with probability density $p(x)=e^{-V(x)/kT}/Z$, where $Z=\int e^{-V/kT}dx$. For $kT\ll B$ the integral comes from the two wells, where $V\approx\frac12K(x\mp a)^2$. Each contributes a Gaussian integral $\sqrt{2\pi kT/K}$, so

$$p(0)\approx\frac{e^{-B/kT}}{2\sqrt{2\pi kT/K}} .$$

This gives $3.16\times10^{-14}$ nm$^{-1}$, against $3.14\times10^{-14}$ nm$^{-1}$ by direct quadrature. Among 1000 independent thermal configurations, 0.18 are expected anywhere in the gap. The outer edge is more generous than thermal sampling: only 0.001 are expected beyond $|x|=b$ and 0.26 beyond 0.095 nm, so the basins used here are wider on the outside than such a sample would cover. The probability of lying within 0.01 nm of the top is $9.5\times10^{-16}$, so about $10^{15}$ independent configurations would be needed for one such point. A longer unbiased trajectory refines the basins long before it reaches the barrier.

## Why perfect basin data do not fix the barrier

Suppose the basins are known perfectly: every energy, force and higher derivative. Define a smooth bump confined to the gap,

$$\varphi(x)=\exp\left[1-\frac{1}{1-x^2/c^2}\right]\ \ (|x|<c),\qquad \varphi(x)=0\ \ (|x|\ge c).$$

It equals 1 at the centre. Each of its derivatives is a rational function of $x$ times this exponential. As $|x|\to c$, the exponential vanishes faster than any power of $1-x^2/c^2$, so every derivative goes to zero at the edge. Hence

$$V_A(x)=V(x)+A\varphi(x)$$

has the same basin data as $V$ for every amplitude $A$.

Let $M(A)$ be the maximum of $V_A$ over the closed gap $|x|\le c$. The range of $M$ follows in four steps.

1. Since $0\le\varphi\le1$, $M$ does not decrease with $A$, and $|M(A)-M(A')|\le|A-A'|$. It is therefore continuous.
2. Since $M(A)\ge V_A(0)=B+A$, it grows without bound as $A\to+\infty$.
3. For any small $\eta>0$, choose $c'<c$ so that $V<V(c)+\eta$ for $c'\le|x|\le c$. For $|x|\le c'$ we have $\varphi(x)\ge\varphi(c')>0$, so a sufficiently negative $A$ pushes this part below $V(c)$. Then $M(A)<V(c)+\eta$.
4. $M(A)$ stays above $V(c)$, because just inside the edge $V$ rises linearly while $\varphi$ vanishes faster than any power.

A continuous function with this range takes every value above $V(c)$. Perfect basin data therefore allow every barrier above 0.287 eV. While the highest point stays at the centre, the barrier is simply $B+A$: amplitudes of $-0.9$, $-0.5$ and $+1.5$ eV give barriers of 0.6, 1.0 and 3.0 eV. At $-0.9$ eV the profile already has an additional local minimum on each side of the centre; at $-0.5$ and $+1.5$ eV it remains a single barrier. Barriers very close to $V(c)$ need a deep extra well in the gap with this particular bump, and are a mathematical limit rather than plausible chemistry.

The consequence for learning is direct. A fixed training procedure receives the same data from all these potentials and returns the same model. If its barrier is $P$, the errors for true barriers of 0.6 and 3.0 eV cannot both be below $(3.0-0.6)/2=1.2$ eV. A validation set drawn from the basins is also identical in the two cases, so it cannot reveal which one is wrong.

## How a model class supplies the missing information

A potential trained near minima need not be wrong. If the quartic form of $V$ is known beforehand, the basin curvature gives

$$B=\frac{Ka^2}{8}=\frac{1875\times0.0064}{8}\ \text{eV}=1.5\ \text{eV}.$$

The barrier then comes from the assumed form. Applied to $V_A$ with $A=-0.5$ eV, the same formula still gives 1.5 eV, although the barrier is 1.0 eV.

For more flexible polynomials the remaining freedom can be calculated. Let $q$ be the difference between two polynomial potentials of degree at most $2m+1$ that agree within $\varepsilon$ throughout both basins. The even part $\frac12[q(x)+q(-x)]$ has the same value at $x=0$ and, because the basins are symmetric, is also bounded by $\varepsilon$ there. It is a polynomial of degree at most $m$ in $x^2$. Use the variable

$$\zeta=\frac{b^2+c^2-2x^2}{b^2-c^2},$$

which runs from $+1$ at $|x|=c$ to $-1$ at $|x|=b$, and equals $\xi=(b^2+c^2)/(b^2-c^2)>1$ at the centre. The question becomes how large a polynomial $P(\zeta)$ of degree at most $m$, with $|P|\le1$ on $[-1,1]$, can be at $\xi$.

The answer is the Chebyshev polynomial $T_m$, defined by $T_m(\cos\theta)=\cos m\theta$. Suppose instead that $|P(\xi)|>T_m(\xi)$. Set $\lambda=T_m(\xi)/P(\xi)$, so $|\lambda|<1$, and $R=T_m-\lambda P$. At the $m+1$ points $\cos(k\pi/m)$, $k=0,\dots,m$, $T_m$ alternates between $+1$ and $-1$ while $|\lambda P|<1$. Thus $R$ alternates in sign and has $m$ zeros between these points. It also vanishes at $\xi$. A polynomial of degree at most $m$ with $m+1$ zeros is identically zero, which contradicts its nonzero values at the alternation points.

To evaluate $T_m(\xi)$, write $\xi=\cosh\theta$, for which $T_m(\xi)=\cosh m\theta$. Since

$$\xi^2-1=\frac{(b^2+c^2)^2-(b^2-c^2)^2}{(b^2-c^2)^2}=\frac{4b^2c^2}{(b^2-c^2)^2},$$

we have

$$e^\theta=\xi+\sqrt{\xi^2-1}=\frac{(b+c)^2}{b^2-c^2}=\frac{b+c}{b-c}\equiv r .$$

The largest possible disagreement at the centre is therefore

$$|q(0)|_{\max}=\varepsilon\,T_m(\xi)=\frac{\varepsilon}{2}\left(r^m+r^{-m}\right).$$

Here $r=0.16/0.04=4$. Direct maximization by linear programming, with the bound imposed at 602 basin points, gave factors of 8.031, 32.008 and 128.005 for degrees 5, 7 and 9. The formula gives 8.031, 32.008 and 128.002.

With $\varepsilon=1$ meV, quartics can differ at the centre by 8 meV, degree-8 polynomials by 0.128 eV and degree-12 polynomials by 2.05 eV. Adding or subtracting the extremal polynomial from $V$ gives barriers of 1.37 and 1.63 eV at degree 8, and 0.55 and 3.55 eV at degree 12. In the lower degree-12 case the centre lies at $1.50-2.05=-0.55$ eV, so the top of 0.55 eV is elsewhere in the gap.

Force data reduce this freedom. The degree-12 change has an rms force of 0.41 eV/nm in the basins. Scaling it down to 0.05 eV/nm multiplies it by $0.05/0.414=0.12$, which still leaves a central change of 0.25 eV. For degree 8, scaling the change down to the same rms force leaves 0.025 eV. These rescaled changes are examples, not the largest ones that the two limits together allow.

Two limits show what controls the result. As $c\to0$ the gap closes, $r\to1$ and the amplification tends to 1. As $b-c\to0$ the basins shrink to points and $r\to\infty$. Extending the data inward to $c=0.03$ nm, with $b$ fixed, gives $r=0.13/0.07=1.86$. At degree 12 the factor falls from 2048 to about 20, and 1 meV becomes 0.02 eV. The new inner edge lies at 1.11 eV, so reaching it requires biased sampling or chosen geometries.

## A learned potential with good basin errors

Consider a regularized regression with features

$$\phi_n(x)=e^{-t^2/2}\frac{t^n}{\sqrt{n!}},\qquad t=\frac{x}{\ell},\qquad f(x)=\bar V+\sum_n w_n\phi_n(x).$$

Here $\bar V$ is the mean training energy and $\ell$ is a length chosen by the user. Collect the energies minus $\bar V$ and the slopes $V'$ in a vector $y$. The rows of a matrix $\Phi$ hold the features or their derivatives at the data points, and the diagonal matrix $N$ holds the squared tolerances. The weights minimize

$$L=(\Phi w-y)^TN^{-1}(\Phi w-y)+\frac{w^Tw}{s^2}.$$

Setting the gradient to zero gives $w=s^2\Phi^T\alpha$ with $\alpha=N^{-1}(y-\Phi w)$. Inserting the first relation into the second yields

$$(s^2\Phi\Phi^T+N)\alpha=y .$$

Only products of features are needed. For two energies, the exponential series gives

$$s^2\sum_n\phi_n(x)\phi_n(x')=s^2e^{-(t^2+t'^2)/2}e^{tt'}=s^2e^{-(x-x')^2/2\ell^2},$$

which is the Gaussian kernel; its derivatives supply the entries for slopes.

If the weights are given independent Gaussian priors of variance $s^2$ and the data Gaussian errors of covariance $N$, the posterior density is proportional to $e^{-L/2}$. Its covariance is $C=(\Phi^TN^{-1}\Phi+1/s^2)^{-1}$, and the predicted variance is $\sigma^2(x)=\phi(x)^TC\phi(x)$. This $\sigma$ is conditional on the chosen $\ell$, $s$ and $N$.

The training set has 18 energies and 18 forces, evenly spaced in the basins. The tolerances are 1 meV and 0.05 eV/nm, and $s=1$ eV. These are held fixed while $\ell$ changes. The basin error is the rms energy error at 202 basin points, of which only the two at $x=\pm a$ are also training points.

| $\ell$ (nm) | Basin error (meV) | Barrier (eV) | $f(0)$ (eV) | $\sigma(0)$ (eV) |
|---|---|---|---|---|
| 0.015 | 0.040 | 0.67 | 0.17 | 1.00 |
| 0.020 | 0.048 | 0.80 | 0.38 | 0.97 |
| 0.030 | 0.072 | 1.84 | 1.84 | 0.39 |
| 0.050 | 0.308 | 1.62 | 1.62 | 0.03 |

At these points all four models have rms errors below 0.4 meV in energy and below 0.08 eV/nm in force. Their barriers range from 0.67 to 1.84 eV. In this series the smallest basin error accompanies the largest barrier error, so choosing $\ell$ by basin validation would select the worst barrier of the four. This ordering depends on holding $s$ at 1 eV. With $\ell=0.050$ nm and $s=10$ eV the basin error is 0.032 meV and the barrier 1.43 eV. Maximizing the marginal likelihood of the basin data over both parameters gives $\ell\approx0.19$ nm and $s\approx200$ eV, with a barrier of 1.495 eV and $\sigma(0)=0.002$ eV. That success comes from a very smooth prior that happens to suit the quartic $V$: the same fit, with the same small $\sigma$, is returned for $V_A$ with $A=-0.5$ eV, whose barrier is 1.0 eV.

At $\ell=0.015$ nm the central uncertainty equals the prior scale to three decimals, which means that the data have almost no influence there beyond setting the mean $\bar V$, to which the model returns. The model also places a false low-energy intermediate at the centre, where the true potential has its top. At $\ell=0.050$ nm the failure is different: the central error is 0.115 eV but $\sigma=0.027$ eV, so the error is about four times the stated uncertainty. Here the prior scale is too small for this length: with $s=10$ eV the central error becomes 0.07 eV and $\sigma=0.08$ eV. A small $\sigma$ does not certify a barrier when the prior is unsuitable.

As a test of the kernel algebra, direct least squares with 61 features at $\ell=0.030$ nm gave $f(0)=1.8425$ eV and $\sigma(0)=0.3945$ eV, in agreement with the kernel result.

## How large the rate error is

In classical transition-state theory, the escape rate is the probability density at the top, normalized to the reactant well, times the mean forward velocity, with backward motion counted as zero. For mass $m$ the latter is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}} .$$

Thus

$$k_{\rm cl}=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-B/kT}}{\int_{-\infty}^0e^{-V/kT}dx}.$$

If the reactant basin is unchanged, a barrier change $\delta B$ multiplies the rate by $e^{-\delta B/kT}$. Lowering the barrier from 1.5 to 1.0 eV gives $e^{0.5/0.0431}=1.1\times10^5$. The rate rises from 0.051 to 5600 s$^{-1}$, and the mean lifetime falls from about 20 s to 0.2 ms. Even the error of $+0.115$ eV at $\ell=0.050$ nm slows the predicted reaction by a factor of about 14.

Quantum motion of the hydrogen is neglected in these rates. The lowest level lies 0.138 eV above the minimum, about three times $kT$. Replacing the classical reactant partition function by the sum over levels raises the rate by a factor of 3.8. Numerical scattering through the barrier gives a thermal tunnelling factor of 2.9. Together they give 11, equivalent to lowering the barrier by $kT\ln11.2=0.10$ eV. This matters for a quantitative rate, but is far smaller than the effect of a 0.5 eV barrier error.

Quantum motion also widens the sampled basins. In a harmonic well the mean potential energy is half the total: about 0.069 eV in the lowest level, against $kT/2=0.022$ eV classically. The rms displacement is thus larger by about $\sqrt{0.069/0.022}\approx1.8$. The count of 0.18 gap points therefore applies to classical sampling; quantum sampling at 500 K would put about 20 of 1000 points in the gap, nearly all of them near its edges. The region around the top would still be practically empty.

## What to do about it

**Put reference energies on the barrier.** Adding one energy at $x=0$ brought all four learned barriers to 1.500 eV. This corrects the height of the top, but not necessarily the profile on either side. In one dimension this point has a meaning independent of the model: every path between the wells crosses $x=0$, so the barrier cannot be lower than the energy there. It could still be higher, since a bump can be hidden in either remaining gap. Further points along the path are needed to exclude this at the resolution that matters.

**Locate the top before trusting it.** The example uses a known top. For a molecule, a practical sequence is to search for a path on the current model, calculate reference energies and forces along it, retrain, and repeat until model and reference agree near the highest point. If the model has a false profile, its own path search may be misled. Scans of the breaking and forming bonds, or a path started from known products, can give a less model-dependent beginning if their energies are checked with the reference method.

**Use uncertainty to choose points, not to certify the barrier.** In all four models $\sigma$ was largest, within $|x|\le b$, at the centre of the gap, so it indicated where to calculate next. Far outside the basins it returns to $s$, so the search must be limited to the region that the reaction crosses. Its magnitude was less dependable: the central error was at most about $1.3\sigma$ for the three shorter lengths, but about $4\sigma$ at $\ell=0.050$ nm. Disagreement between models with equally acceptable basin errors is a warning, but agreement may reflect a shared assumption.

**Validate the quantity to be used.** For screening by thermal stability, the validation set should contain barriers of reactions withheld from training. At 500 K, keeping the rate within a factor of ten requires a barrier error below $kT\ln10=0.10$ eV, if the other rate factors are correct.

## Relation to real precursors

The parameters are round values chosen to illustrate a hydrogen transfer. They do not describe a computed molecule. A real reaction has unequal wells, many coordinates, competing channels and possibly a surface that takes part. The symmetric one-dimensional form is therefore only an illustration, and the numerical barriers above cannot be transferred. Entropy also changes the rate: a tenfold change in the prefactor is equivalent to 0.10 eV at 500 K. Recrossing of the top lowers the classical rate. Finally, added reference points teach the model the barrier of the chosen electronic-structure method, including that method's error for stretched bonds.

The bump argument does not depend on the symmetry of the wells or on the type of regression. It requires an unsampled gap that the reaction must cross and no reliable prior knowledge of the energy inside it. The full numerical output follows.

## Calculated quantities

```
barrier B = 1.50 eV, minima at +-0.080 nm, T = 500 K
basins: |x| from 0.060 to 0.100 nm; kT = 0.04309 eV
inner-edge energy = 0.2871 eV; outer-edge = 0.4746 eV
basin curvature = 1875.0 eV/nm^2
barrier from curvature, quartic form known = 1.5000 eV
expected gap points in 1000 samples = 0.178
probability of |x| < 0.01 nm = 9.53e-16
density at top: quadrature 3.144e-14, estimate 3.161e-14 1/nm
same basin data, barrier 0.6 eV: bump = -0.900 eV
same basin data, barrier 1.0 eV: bump = -0.500 eV
same basin data, barrier 3.0 eV: bump = +1.500 eV
barrier for bump -1e8 eV (limit test) = 0.3148 eV
growth ratio (b+c)/(b-c) = 4.000
degree 5: amplification LP 8.031, formula 8.031
degree 7: amplification LP 32.008, formula 32.008
degree 9: amplification LP 128.005, formula 128.002
polynomial basin tolerance = 1.0 meV
degree 8: central freedom +-0.128 eV; barriers 1.373, 1.627 eV
  its basin force change: rms 0.260, max 0.998 eV/nm
degree 12: central freedom +-2.048 eV; barriers 0.552, 3.549 eV
  its basin force change: rms 0.414, max 2.242 eV/nm
training: 18 energies and 18 forces
regularization: 1.0 meV, 0.05 eV/nm; prior scale 1.0 eV
length 0.015 nm: basin rms 0.040 meV, 0.0245 eV/nm
  barrier 0.667, centre 0.165, sigma 1.000, with top point 1.500 eV
length 0.020 nm: basin rms 0.048 meV, 0.0252 eV/nm
  barrier 0.795, centre 0.376, sigma 0.967, with top point 1.500 eV
length 0.030 nm: basin rms 0.072 meV, 0.0276 eV/nm
  barrier 1.842, centre 1.842, sigma 0.395, with top point 1.500 eV
length 0.050 nm: basin rms 0.308 meV, 0.0764 eV/nm
  barrier 1.615, centre 1.615, sigma 0.027, with top point 1.500 eV
feature check, length 0.030 nm: centre 1.8425, sigma 0.3945 eV
classical rate: barrier 1.5 eV 5.095e-02, 1.0 eV 5.583e+03 1/s
rate factor from 0.5 eV barrier error = 1.096e+05
lowest quantum level = 0.1378 eV above the minimum
transmission at barrier energy = 0.506
tunnelling crossover temperature = 364.2 K
rate factors: tunnelling 2.949, reactant levels 3.795
combined quantum rate factor = 11.19, equivalent barrier change = -0.104 eV
```
